\section*{Weak-coupling heat current through a two-level system and an oscillator}

\section{Result and model}

A small quantum system with one transition frequency $\omega_0$ connects two thermal baths of bosons, $\nu=L,R$, at temperatures $T_L$ and $T_R$. To leading order in the coupling, the steady heat current from $L$ to $R$ is, for a two-level system (TLS) and for a harmonic oscillator (HO),
\begin{align}
J_{\rm TLS}&=\hbar\omega_0\,\frac{\Gamma_L\Gamma_R\,(n_L-n_R)}{\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R)},\label{tls}\\
J_{\rm HO}&=\hbar\omega_0\,\frac{\Gamma_L\Gamma_R\,(n_L-n_R)}{\Gamma_L+\Gamma_R}.\label{ho}
\end{align}
Here $n_\nu=[\exp(\hbar\omega_0/k_BT_\nu)-1]^{-1}$, and $\Gamma_\nu$ is the decay rate of the first excited state into bath $\nu$ at zero temperature. Both expressions have a denominator. The oscillator lacks the dependence of the denominator on the occupations, and it is this dependence that makes the TLS current saturate.

Both systems are described by
\begin{equation}
H=\hbar\omega_0A^\dagger A+\sum_{\nu k}\hbar\omega_{\nu k}b_{\nu k}^\dagger b_{\nu k}
+\hbar(A+A^\dagger)\sum_{\nu k}g_{\nu k}(b_{\nu k}+b_{\nu k}^\dagger),\label{H}
\end{equation}
with $A=\sigma_-=|0\rangle\langle1|$ for the TLS and $A=a$ for the oscillator. In both cases $[A^\dagger A,A]=-A$, so that $A$ lowers the energy by one quantum $\hbar\omega_0$. The coupling spectrum is
\begin{equation}
\Gamma_\nu(\omega)=2\pi\sum_kg_{\nu k}^2\,\delta(\omega-\omega_{\nu k}),\qquad \Gamma_\nu\equiv\Gamma_\nu(\omega_0).\label{gamma}
\end{equation}
The baths are independent, have continuous spectra, keep their temperatures and have no direct link. The coupling is purely transverse: it has no part that commutes with $A^\dagger A$.

\section{Transition rates}

Start in level $m$, with $N_k$ quanta in mode $k$ of one bath. In the interaction picture $A^\dagger$ carries the phase $e^{i\omega_0s}$ and $b_k$ the phase $e^{-i\omega_ks}$. The first-order amplitude for absorbing a quantum from mode $k$ is therefore
\begin{equation}
c_k(t)=-ig_k\sqrt{N_k}\,\langle m+1|A^\dagger|m\rangle\int_0^te^{i(\omega_0-\omega_k)s}\,ds .
\end{equation}
The squared modulus of the integral is
\begin{equation}
F_t(x)=\frac{4\sin^2(xt/2)}{x^2},\qquad x=\omega_0-\omega_k,\qquad \int_{-\infty}^{\infty}F_t(x)\,dx=2\pi t.\label{F}
\end{equation}
Final states with a quantum missing from different modes are orthogonal, so their probabilities add. The thermal average replaces $N_k$ by $n(\omega_k)$. With (\ref{gamma}) the sum becomes
\begin{equation}
\sum_kg_k^2n(\omega_k)F_t(\omega_0-\omega_k)=\int_0^\infty\frac{d\omega}{2\pi}\,\Gamma(\omega)n(\omega)F_t(\omega_0-\omega)\simeq\Gamma(\omega_0)n(\omega_0)\,t .
\end{equation}
The last step holds when $t$ is long enough for $F_t$ to be narrower than the structure of $\Gamma(\omega)n(\omega)$. Emission has the factor $\sqrt{N_k+1}$ in place of $\sqrt{N_k}$. The rates are thus
\begin{align}
w^\nu_{m\to m+1}&=\Gamma_\nu n_\nu\,|\langle m+1|A^\dagger|m\rangle|^2,\nonumber\\
w^\nu_{m\to m-1}&=\Gamma_\nu(1+n_\nu)\,|\langle m-1|A|m\rangle|^2.\label{rates}
\end{align}

The counter-rotating terms, such as $A^\dagger b_k^\dagger$, have $x=\omega_0+\omega_k\ge\omega_0$. For them $F_t\le4/\omega_0^2$ at all times, so if $\sum_kg_k^2(n_k+1)$ is finite their probability stays bounded and adds nothing to a rate. This was tested on an explicit sum over 8000 modes with $\Gamma(\omega)\propto\omega$ up to $4\omega_0$ and $n(\omega_0)=1.116$, counter-rotating terms included. The slope of the probability between $\omega_0t=200$ and $600$ agrees with (\ref{rates}) to five digits, upward and downward.

To use these rates repeatedly, the bath must lose its memory before the system changes appreciably. This requires $\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R)$ for the TLS, and the corresponding linewidths of the oscillator levels, to be small against both $\omega_0$ and the bandwidth of the baths. Coherences between levels then rotate fast and drop out of the population equations. Cross terms between the baths vanish because the baths are uncorrelated. Level shifts are absorbed in $\omega_0$. For $\Gamma(\omega)\propto\omega$ up to a few $\omega_0$ they are at most of the order of $\Gamma$ at the occupations of the example below, but the shift of the oscillator grows in proportion to the cutoff of the bath. For the oscillator current, the condition on the linewidths is stricter than needed at high temperature: the equations of motion are linear, and it is enough that $\Gamma_L+\Gamma_R$ is small.

\section{One expression for both systems}

Each absorbed quantum takes $\hbar\omega_0$ out of the bath, up to the linewidth. With level populations $p_m$, the current from bath $\nu$ into the system is $\hbar\omega_0$ times upward minus downward events caused by that bath. Completeness gives
\begin{equation}
\sum_{m'}|\langle m'|A^\dagger|m\rangle|^2=\langle m|AA^\dagger|m\rangle,\qquad
\sum_{m'}|\langle m'|A|m\rangle|^2=\langle m|A^\dagger A|m\rangle .
\end{equation}
Hence
\begin{align}
J_\nu&=\hbar\omega_0\Gamma_\nu\left[n_\nu\langle AA^\dagger\rangle-(1+n_\nu)\langle A^\dagger A\rangle\right]\nonumber\\
&=\hbar\omega_0\Gamma_\nu\left[n_\nu\langle[A,A^\dagger]\rangle-\langle A^\dagger A\rangle\right].\label{master}
\end{align}
The first term in the last line is absorption less stimulated emission, and the second is spontaneous emission. At this order the two systems differ through the commutator. In the steady state $J_L+J_R=0$, and $J_L$ is the current through the system.

\subsection{Two-level system}

Here $AA^\dagger+A^\dagger A=1$, so $[A,A^\dagger]=1-2A^\dagger A$ and $\langle A^\dagger A\rangle=p_1$. Equation (\ref{master}) becomes
\begin{equation}
J_\nu=\hbar\omega_0\Gamma_\nu\left[n_\nu-(1+2n_\nu)p_1\right].\label{jtls}
\end{equation}
Setting $J_L+J_R=0$ gives
\begin{equation}
p_1=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{D},\qquad D=\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R).\label{p1}
\end{equation}
Inserted in (\ref{jtls}) for $\nu=L$, this yields $J_L=\hbar\omega_0\Gamma_LX/D$ with
\begin{align}
X&=n_LD-(1+2n_L)(\Gamma_Ln_L+\Gamma_Rn_R)\nonumber\\
&=\Gamma_R\left[n_L(1+2n_R)-n_R(1+2n_L)\right]=\Gamma_R(n_L-n_R).
\end{align}
The two terms $\Gamma_Ln_L(1+2n_L)$ cancel in the second line, and then the products $2n_Ln_R$ cancel. This is (\ref{tls}).

\subsection{Harmonic oscillator}

Now $[a,a^\dagger]=1$ in every state, and $J_\nu=\hbar\omega_0\Gamma_\nu(n_\nu-\langle a^\dagger a\rangle)$. The steady state has
\begin{equation}
\langle a^\dagger a\rangle=\bar n=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{\Gamma_L+\Gamma_R},\qquad
n_L-\bar n=\frac{\Gamma_R(n_L-n_R)}{\Gamma_L+\Gamma_R},\label{nbar}
\end{equation}
which gives (\ref{ho}). Stimulated emission is present here too, but absorption grows with the level number in step with it. Their difference stays at $\Gamma_\nu n_\nu$ however strongly the oscillator is excited.

This result was tested without the rate equation. An oscillator with the full coupling (\ref{H}), plus a term that cancels its static frequency shift, was joined to 500 modes on each side, with $\Gamma_\nu(\omega)\propto\omega$ up to $2.5\,\omega_0$, $\Gamma_L=0.012\,\omega_0$ and $\Gamma_R=0.006\,\omega_0$. The mean of the energy lost by the left bath and gained by the right one, between $\omega_0t=500$ and $1000$, gives $0.998$ of (\ref{ho}) at the occupations of the example below.

\section{Where the saturation comes from}

Since $D=(\Gamma_L+\Gamma_R)(1+2\bar n)$, the currents at equal $\Gamma_\nu$, $\omega_0$ and temperatures have the ratio
\begin{equation}
\frac{J_{\rm TLS}}{J_{\rm HO}}=\frac1{1+2\bar n}=1-2p_1=p_0-p_1.\label{ratio}
\end{equation}
The middle equality follows from (\ref{p1}), which reads $p_1=\bar n/(1+2\bar n)$. The TLS current is the oscillator current multiplied by the difference between the populations of the lower and the upper level of the TLS.

An oscillator ladder cut after $d$ levels joins the two cases. Its lowering operator obeys
\begin{equation}
[A,A^\dagger]=1-d\,|d-1\rangle\langle d-1|,
\end{equation}
because $A^\dagger$ annihilates the top level, on which $A^\dagger A$ equals $d-1$. Write $C=1-d\,p_{d-1}$ for the mean commutator. Setting the sum of (\ref{master}) over the baths to zero gives $\langle A^\dagger A\rangle=C\bar n$, and so
\begin{equation}
J_d=\hbar\omega_0\Gamma_LC(n_L-\bar n)=(1-d\,p_{d-1})\,J_{\rm HO}.\label{jd}
\end{equation}
In the steady state the upward and downward flows between neighbouring levels balance. The matrix element cancels, leaving $p_{m+1}/p_m=r=\bar n/(1+\bar n)$. After normalization,
\begin{equation}
p_{d-1}=\frac{r^{d-1}(1-r)}{1-r^d}.\label{top}
\end{equation}
For $d=2$ the prefactor in (\ref{jd}) is $(1-r)/(1+r)=1/(1+2\bar n)$, as in (\ref{ratio}). For $d\to\infty$ it tends to one, because $d\,r^{d-1}\to0$. The reduction is thus set by the population of the level from which no further absorption is possible.

\section{Limits and a second case}

\paragraph{Cold baths.} For $n_L,n_R\ll1$ we have $\bar n\ll1$, and the currents agree: the upper levels of the oscillator are almost empty. The agreement is between leading-order results. At very low temperature the common factor $n_L-n_R$ is exponentially small. Scattering of a low-frequency quantum from one bath to the other through a virtual excitation is of higher order in $\Gamma$, but it needs no thermal quantum of energy $\hbar\omega_0$. It can then exceed both (\ref{tls}) and (\ref{ho}).

\paragraph{One hot bath.} Let $n_L\to\infty$ at fixed $T_R$. Then $D\to2\Gamma_Ln_L$ and
\begin{equation}
J_{\rm TLS}\to\tfrac12\hbar\omega_0\Gamma_R,\qquad J_{\rm HO}\to k_BT_L\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.\label{hot}
\end{equation}
The hot bath holds the TLS at $p_0=p_1=\frac12$. The cold bath then receives $\Gamma_R[(1+n_R)-n_R]/2=\Gamma_R/2$ quanta per unit time, whatever $n_R$ is. The order of limits matters: $\Gamma_Ln_L$ must stay small against $\omega_0$ and the bandwidth, so the plateau can be reached within the theory only if $\Gamma_L$ is small enough.

\paragraph{Small temperature difference.} Put $T_{L,R}=T\pm\delta T/2$ and $y=\hbar\omega_0/k_BT$. Then $n_L-n_R=(y/T)\,n(n+1)\,\delta T$ with $n(n+1)=1/[4\sinh^2(y/2)]$, and $1+2n=\coth(y/2)$. The thermal conductances $K=J/\delta T$ are
\begin{equation}
K_{\rm HO}=k_B\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,\frac{y^2}{4\sinh^2(y/2)},\qquad
K_{\rm TLS}=k_B\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,\frac{y^2}{2\sinh y}.
\end{equation}
At high temperature $K_{\rm HO}$ becomes constant, while $K_{\rm TLS}$ falls as $y/2\propto1/T$. Saturation therefore shows in linear response as well.

\paragraph{Exchanged temperatures.} Exchange $T_L$ and $T_R$ with the contacts held fixed. The numerators of (\ref{tls}) and (\ref{ho}) change sign, but $D$ changes to $D'$, with
\begin{equation}
D-D'=2(\Gamma_L-\Gamma_R)(n_L-n_R).\label{rect}
\end{equation}
For unequal contacts the TLS rectifies, and carries more heat when the hot bath is at the weaker contact. Within (\ref{ho}) the oscillator does not rectify.

\section{Example: a superconducting qubit between two resistors}

The derivation does not depend on what the bosons are, so under the stated assumptions it holds for phonons and for microwave photons alike. Take a flux qubit at its symmetry point, coupled to two resistors through lumped resonators. Rough values for this class of device are $\omega_0/2\pi=4$ GHz, $T_L=300$ mK, $T_R=100$ mK, $\Gamma_L=4\times10^7\ {\rm s}^{-1}$ and $\Gamma_R=2\times10^7\ {\rm s}^{-1}$. Then $n_L=1.1157$, $n_R=0.1719$ and $\hbar\omega_0=2.650\times10^{-24}$ J. The TLS denominator is
\begin{equation}
D=(4\times3.2314+2\times1.3438)\times10^7\ {\rm s}^{-1}=1.561\times10^8\ {\rm s}^{-1},
\end{equation}
against $0.6\times10^8\ {\rm s}^{-1}$ for the oscillator. The common numerator is $8\times10^{14}\times0.9438\ {\rm s}^{-2}=7.55\times10^{14}\ {\rm s}^{-2}$. The flows are $4.84\times10^6$ and $1.26\times10^7$ quanta per second, and
\begin{equation}
J_{\rm TLS}=12.8\ {\rm aW}=1.28\times10^{-17}\ {\rm W},\qquad J_{\rm HO}=33.4\ {\rm aW}=3.34\times10^{-17}\ {\rm W}.
\end{equation}
Their ratio, $0.384$, equals $p_0-p_1=0.692-0.308$. Ladders of 3, 5 and 10 levels carry 21.3, 29.7 and 33.2 aW. For $d=3$, (\ref{top}) with $\bar n=0.801$ gives $p_2=0.120$, and (\ref{jd}) gives $0.639\times33.4=21.3$ aW. With baths at 50 and 30 mK the ratio of TLS to oscillator current rises to $0.97$. Exchanging the temperatures gives $-16.9$ aW for the TLS, larger in size by the factor $1.32$.

With $T_L$ raised to 1 K and then 3 K, (\ref{tls}) gives 21.7 and 24.8 aW, approaching the limit 26.5 aW of (\ref{hot}), while (\ref{ho}) gives 161 and 529 aW. These values show the behaviour of the formulas and do not predict the device, as the next estimates make clear.

\subsection{What the estimate leaves out}

\paragraph{Finite coupling.} Let each resonator have quality factor 10, hence damping $\kappa=\omega_0/10=2.51\times10^9\ {\rm s}^{-1}$, and exchange quanta with the qubit at coupling $c_\nu$ (an angular frequency). The qubit sees the Lorentzian $\Gamma_\nu(\omega)=c_\nu^2\kappa/[(\omega-\omega_0)^2+\kappa^2/4]$, so $\Gamma_\nu=4c_\nu^2/\kappa$ and $c_\nu/2\pi$ is 25 and 18 MHz. The steady density matrix of the qubit and both resonators was computed without assuming $c_\nu\ll\kappa$, in the rotating-wave approximation and with flat damping of the resonators. Its current lies about 3\% below (\ref{tls}). With both $\Gamma_\nu$ divided by 4 and by 16 at fixed $\kappa$, the deviation shrinks to about 0.8\% and to less than 0.3\%, as expected if (\ref{tls}) is the weak-coupling limit. With reversed bias and the smallest coupling it is also less than 0.3\%. The hot and cold resonators were cut after 18 and 7 levels, and this cut accounts for about 0.05 percentage points of the smallest deviation at forward bias and about 0.1 at reversed bias. An oscillator in the qubit's place deviates by $-1.2\%$ from (\ref{ho}) at full coupling. The small parameter $D/\kappa$ is 0.06 here, but 0.18 at $T_L=1$ K and about 0.5 at $T_L=3$ K. There the same resonator model gives 20.0 and 20.6 aW, 8\% and 17\% below (\ref{tls}), so the current levels off well below the limit (\ref{hot}).

\paragraph{Direct link.} A stray coupling of 2 MHz between the resonators, an assumed value, raises the current of the same density-matrix calculation by 2.5\%.

\paragraph{Third level.} Place a third level 16 GHz above the second, with twice the squared matrix element of the lower transition. This factor is the harmonic-oscillator value and overstates the coupling of a flux qubit: for a single-junction loop at half a flux quantum with the same ratio of transition frequencies, the squared flux matrix element of the upper transition is about $0.55$ of the lower one. For a resistor behind a lumped resonator of quality factor $Q$,
\begin{equation}
\Gamma_\nu(\omega)=\Gamma_\nu\,\frac{x}{1+Q^2(x-1/x)^2},\qquad x=\omega/\omega_0.
\end{equation}
The rate equations then give $p_2=0.016$ and a current 1.5\% below $J_{\rm TLS}$. Balance between neighbouring levels leaves $p_1/p_0$ unchanged, so the lower transition loses the fraction $p_2$, or 1.6\%, and the upper one restores about 0.15\%. Without the filter, $\Gamma_\nu(\omega)=\Gamma_\nu x$, the populations are the same, but the upper transition couples $1+100\times3.75^2\approx1400$ times more strongly. The total current is then 209\% above $J_{\rm TLS}$. The contribution of the upper transition is proportional to its squared matrix element. With $0.55$ in place of $2$ the excess is about 56\%, and about 65\% when the higher levels of the loop are included, while the filtered current lies 1.6 to 1.7\% below $J_{\rm TLS}$. A small population of the third level is therefore not enough to justify the two-level model for heat transport; the coupling at the upper transition must be small as well.

\paragraph{Comparison with real devices.} Heat transport through superconducting qubits is studied at frequencies of a few GHz and temperatures of roughly 0.1 to a few tenths of a kelvin, and the inputs above lie in that range. Two of the assumptions examined above are the absence of a parallel path and the isolation of the two levels. For the chosen numbers, giving up the first raises the current by 2.5\%. Giving up the second lowers it by 1.5 to 1.7\% with a lumped filter, but a distributed resonator has higher modes. If one lies near the upper transition, the lumped estimate does not apply, and the unfiltered case shows that the change can then be large. Heat carried by phonons of the substrate is not included.

\section*{Table of computed values}
\begin{verbatim}
qubit frequency: 4.0 GHz
hot (L), cold (R) bath: 300, 100 mK
Gamma_L, Gamma_R: 4.0e+07, 2.0e+07 1/s
quantum hbar*w0: 2.6504e-24 J
occupations n_L, n_R: 1.1157, 0.1719
two-level populations p0, p1: 0.6921, 0.3079
oscillator mean occupation nbar: 0.8011
two-level denominator: 1.5613e+08 1/s
oscillator denominator: 6.0000e+07 1/s
two-level flow: 4.8362e+06 quanta/s
oscillator flow: 1.2585e+07 quanta/s
J two-level: 12.818 aW = 1.282e-17 W
J oscillator: 33.355 aW = 3.336e-17 W
ratio two-level/oscillator: 0.3843
ladder cut after 2 levels: 12.818 aW
ladder cut after 3 levels: 21.304 aW
ladder cut after 5 levels: 29.667 aW
ladder cut after 10 levels: 33.229 aW
ladder cut after 20 levels: 33.355 aW
T_L 300 mK: n_L 1.116, two-level 12.818 aW, oscillator 33.355 aW
T_L 1000 mK: n_L 4.725, two-level 21.701 aW, oscillator 160.909 aW
T_L 3000 mK: n_L 15.133, two-level 24.832 aW, oscillator 528.705 aW
two-level limit for T_L to infinity: 26.504 aW
ratio at 50/30 mK: 0.9705
reversed two-level current: -16.906 aW
two-level |reversed/forward|: 1.3189
oscillator |reversed/forward|, resonator model: 1.000000
mode sum, up rate / (Gamma n): 1.00000
mode sum, down rate / (Gamma (1+n)): 1.00000
microscopic baths, decay rates / w0: 0.012, 0.006
microscopic baths, oscillator J / formula: 0.9977
resonator quality factor: 10, damping 2.513e+09 1/s
qubit-resonator couplings L, R: 25.23, 17.84 MHz
two-level denominator / resonator damping: 0.0621
finite coupling, two-level: -2.99 %
same, Gammas / 4: -0.82 %
same, Gammas / 16: -0.25 %
same, Gammas / 16, reversed bias: -0.25 %
finite coupling, oscillator: -1.18 %
stray coupling 2 MHz: +2.47 %
second transition: 16 GHz
third level, with filter: -1.457 %
third level, no filter: +209.33 %
third-level population, with filter: 0.01607
\end{verbatim}
